# A ceiling on near-field radiative conductance from a lateral wavevector cap: verification in Python

```python
"""
Result under test: if lateral wavevectors are capped at k_cap = pi/a and every
mode is perfectly transmitted, the radiative conductance per area and per
polarisation is  h_max = pi^2 kB^2 T / (24 hbar a^2).
Symbols: T temperature, a cap length, d gap, k lateral wavevector, omega angular
frequency, eps relative permittivity, q normal wavevector, r reflection
coefficient, tau transmission (0..1). Time factor exp(-i omega t). SI inside.
The example is a local Drude model of n-type silicon with rough parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spence, expit

kB, hbar, c = sc.k, sc.hbar, sc.c
e, me, eps0, mu0 = sc.e, sc.m_e, sc.epsilon_0, sc.mu_0
T, a = 300.0, 0.5e-9
k_cap = np.pi / a


def ceiling(temp):
    return np.pi**2 * kB**2 * temp / (24 * hbar * a**2)


def heat_weight(x):
    """hbar*omega*dn/dT in units of kB, with x = hbar*omega/(kB*T)."""
    return x**2 * np.exp(-x) / np.expm1(-x)**2


def normal_q(omega, k, eps):
    return np.sqrt(eps * omega**2 / c**2 - k**2 + 0j)


def transmission(omega, k, eps1, eps2, d, pol):
    """Reflection-coefficient form of tau for two half-spaces."""
    q0 = normal_q(omega, k, 1.0)
    r = []
    for eps in (eps1, eps2):
        q = normal_q(omega, k, eps)
        f = eps if pol == "p" else 1.0
        r.append((f * q0 - q) / (f * q0 + q))
    phase = np.exp(2j * q0 * d)
    denominator = np.abs(1 - r[0] * r[1] * phase)**2
    evanescent = 4 * r[0].imag * r[1].imag * np.abs(phase)
    propagating = (1 - np.abs(r[0])**2) * (1 - np.abs(r[1])**2)
    return np.where(k > omega / c, evanescent, propagating) / denominator


def source_transmission(omega, k, eps1, eps2, d, pol):
    """tau from thermal current sheets summed over depth in body 1."""
    q0, q1, q2 = [normal_q(omega, k, s) for s in (1.0, eps1, eps2)]
    if pol == "s":
        z0, z1, z2 = [omega * mu0 / q for q in (q0, q1, q2)]
        sheet_factor = 1.0
    else:
        z0 = q0 / (omega * eps0)
        z1 = q1 / (omega * eps0 * eps1)
        z2 = q2 / (omega * eps0 * eps2)
        sheet_factor = 1 + k**2 / abs(q1)**2
    t = np.tan(q0 * d)
    z_in = z0 * (z2 - 1j * z0 * t) / (z0 - 1j * z2 * t)
    depth = np.linspace(0, 15 / q1.imag, 6001)
    sheets = np.abs(z1 * np.exp(1j * q1 * depth) / (z1 + z_in))**2
    sigma = omega * eps0 * eps1.imag
    return 4 * z_in.real * sigma * sheet_factor * trapezoid(sheets, depth)


# Transmission from its sources, for random passive bodies, both wave types
rng = np.random.default_rng(4)
omega_test = 1.0e14
k0 = omega_test / c
worst_source = 0.0
for trial in range(80):
    eps1 = complex(rng.uniform(-10, 10), rng.uniform(0.2, 5))
    eps2 = complex(rng.uniform(-10, 10), rng.uniform(0.2, 5))
    k_test = k0 * (rng.uniform(0.1, 0.9) if trial % 2 else rng.uniform(1.1, 5))
    gap = rng.uniform(0.05, 0.6) / k0
    for pol in "sp":
        direct = source_transmission(omega_test, k_test, eps1, eps2, gap, pol)
        formula = float(transmission(omega_test, k_test, eps1, eps2, gap, pol))
        worst_source = max(worst_source, abs(direct / formula - 1))
        assert 0 <= direct <= 1 + 1e-4
assert worst_source < 1e-4

# Perfect matching of equal bodies: search for the best |r| at fixed phase
for kd in (0.3, 1.0, 2.0):
    for angle in (0.4, 1.2, 2.5):
        def loss(log_r):
            r = np.exp(log_r + 1j * angle)
            return -4 * r.imag**2 * np.exp(-2*kd) / abs(1 - r*r*np.exp(-2*kd))**2
        best = minimize_scalar(loss, bounds=(-3, 5), method="bounded",
                               options={"xatol": 1e-9})
        assert abs(best.x - kd) < 1e-5 and abs(best.fun + 1) < 1e-8

# Lateral modes of a periodic square of side N*a, counted one by one
N = 1000
n_axis = np.arange(-N, N + 1)
nx, ny = np.meshgrid(n_axis, n_axis)
disc_density = np.count_nonzero(nx**2 + ny**2 <= (N / 2)**2) / (N * a)**2
in_square = (nx >= -N//2) & (nx < N//2) & (ny >= -N//2) & (ny < N//2)
square_density = np.count_nonzero(in_square) / (N * a)**2
mode_density = k_cap**2 / (4 * np.pi)
assert abs(disc_density / mode_density - 1) < 1e-3


# Largest flux from the mean photon energy at two distant temperatures
def one_way_power(temp):
    integral = quad(lambda x: x / np.expm1(x), 0, 60)[0]
    return (kB * temp)**2 / (2 * np.pi * hbar) * integral


flux = (one_way_power(400.0) - one_way_power(200.0)) * disc_density
assert abs(flux / (200.0 * ceiling(300.0)) - 1) < 1e-3
weight_total = quad(heat_weight, 0, 60)[0]
channel = kB**2 * T / (2 * np.pi * hbar) * weight_total
assert abs(channel * mode_density / ceiling(T) - 1) < 1e-8

# Perfect transmission inside the light cone must give a blackbody
blackbody = 2 * kB / (2*np.pi) * (kB*T/hbar)**3 / (4*np.pi*c**2) * quad(
    lambda x: x**2 * heat_weight(x), 0, 80)[0]
assert abs(blackbody / (4 * sc.sigma * T**3) - 1) < 1e-6


def energy_at_share(share):
    x = brentq(lambda u: quad(heat_weight, 0, u)[0] - share*weight_total, 0.1, 30)
    return x * kB * T / e * 1e3


# Silicon example: rough inputs
density, mobility, eps_inf = 1e25, 120e-4, 11.7
m_long, m_trans = 0.92 * me, 0.19 * me
m_cond = 3 / (1 / m_long + 2 / m_trans)
plasma = np.sqrt(density * e**2 / (eps0 * m_cond))
surface = np.sqrt(plasma**2 / (eps_inf + 1))


def silicon_eps(omega, mob=mobility):
    gamma = e / (mob * m_cond)
    return eps_inf - plasma**2 / (omega * (omega + 1j * gamma))


def silicon_h(d, pol, temp=T, mob=mobility, k_low=0.0, points=(500, 900)):
    """Evanescent conductance between equal silicon plates, up to k_cap."""
    x = np.geomspace(1e-4, 40, points[0])
    omega = (x * kB * temp / hbar)[:, None]
    start = max(1e-5 / d, k_low)
    kappa = np.geomspace(start, k_cap, points[1])[None, :]
    k = np.sqrt(kappa**2 + omega**2 / c**2)
    eps = silicon_eps(omega, mob)
    tau = transmission(omega, k, eps, eps, d, pol)
    assert tau.min() >= 0 and tau.max() <= 1 + 1e-9
    modes = trapezoid(kappa**2 * tau, np.log(kappa[0]), axis=1) / (2*np.pi)
    spectrum = kB * heat_weight(x) * modes * kB * temp / hbar / (2*np.pi)
    return trapezoid(spectrum * x, np.log(x))


def static_limit_h(d):
    """p-wave conductance without retardation, k integral by dilogarithm."""
    def integrand(x):
        eps = silicon_eps(x * kB * T / hbar)
        r = (eps - 1) / (eps + 1)
        z = r * r
        modes = r.imag**2 * spence(1 - z).imag / z.imag / (2*np.pi*d**2)
        return heat_weight(x) * modes
    total = quad(integrand, 1e-4, 40, limit=300, points=[1, 3, 8])[0]
    return kB**2 * T / (2*np.pi*hbar) * total


d10, d1 = 10e-9, 1e-9
h10p, h10s = silicon_h(d10, "p"), silicon_h(d10, "s")
h1p = silicon_h(d1, "p")
h10_static = static_limit_h(d10)
assert abs(h10p / h10_static - 1) < 0.02      # retardation is small, not zero
assert abs(h1p / static_limit_h(d1) - 1) < 0.02
assert abs(silicon_h(d10, "p", points=(250, 450)) / h10p - 1) < 0.005
assert abs(h1p / h10p / 100 - 1) < 0.03
assert h10s < 0.1 * h10p
omega_scan = np.geomspace(1e12, 1e15, 20000)
eps_scan = silicon_eps(omega_scan)
r_peak = np.max(np.abs((eps_scan - 1) / (eps_scan + 1)))

# Carrier statistics, screening length and carrier travel per radian
m_dos = (m_long * m_trans**2)**(1/3)
states = 12 * (m_dos * kB * T / (2*np.pi*hbar**2))**1.5


def fermi_integral(power, eta):
    return quad(lambda x: x**power * expit(eta - x), 0, 60)[0]


eta = brentq(lambda u: states*2/np.sqrt(np.pi)*fermi_integral(0.5, u)-density,
             -10, 10)
slope = quad(lambda x: np.sqrt(x)*expit(eta-x)*expit(x-eta), 0, 60)[0]
dn_dmu = states * 2 / np.sqrt(np.pi) * slope / (kB * T)
screening = np.sqrt(eps_inf * eps0 / (e**2 * dn_dmu))
mean_energy = kB * T * fermi_integral(1.5, eta) / fermi_integral(0.5, eta)
travel = np.sqrt(2 * mean_energy / m_cond) / surface
long_length = max(screening, travel)
share10 = silicon_h(d10, "p", k_low=1/long_length) / h10p
share1 = silicon_h(d1, "p", k_low=1/long_length) / h1p

# Nitrogen at 760 Torr, free flight, full accommodation, two rotations
flight_energy = (quad(lambda x: x**2 * np.exp(-x), 0, 60)[0]
                 / quad(lambda x: x * np.exp(-x), 0, 60)[0])
assert abs(flight_energy - 2) < 1e-8
mass_n2 = 28 * sc.atomic_mass
h_gas = (flight_energy + 1)*kB*sc.atm/np.sqrt(2*np.pi*mass_n2*kB*T)

# Electron tunnelling, generous: all capped modes, two spins, prefactor 4
barrier = 4.0 * e
decay = np.sqrt(2 * me * barrier) / hbar
h_electron = 2 * ceiling(T) * 4 * np.exp(-2 * decay * d1)
k_silicon = 150.0


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Temperature", T, "K")
show("Cap length a", a*1e9, "nm")
show("Wavevector cap", k_cap*1e-9, "1/nm")
show("Lateral mode density, formula", mode_density*1e-18, "1/nm2")
show("Lateral mode density, counted", disc_density*1e-18, "1/nm2", ".5g")
show("Thermal conductance per mode", channel*1e12, "pW/K")
show("CEILING per polarisation", ceiling(T)*1e-9, "GW/m2K")
show("Ceiling, two polarisations", 2*ceiling(T)*1e-9, "GW/m2K")
show("Ceiling for full square zone, per pol.", channel*square_density*1e-9,
     "GW/m2K")
show("Ceiling at 400 K, per pol.", ceiling(400)*1e-9, "GW/m2K")
show("Maximum flux 400 K to 200 K, per pol.", flux*1e-9, "GW/m2")
show("Half of thermal weight lies below", energy_at_share(0.5), "meV")
show("90% of thermal weight lies below", energy_at_share(0.9), "meV")
show("Blackbody conductance, both pol.", blackbody, "W/m2K")
show("Worst relative error, source test", worst_source, "", ".1e")
show("|r| needed at cap, 1 nm gap", np.exp(k_cap*d1))
show("Si conductivity, rough input", k_silicon, "W/mK")
show("Si thickness equal to ceiling (one pol.)", k_silicon/ceiling(T)*1e9, "nm")
show("Si carrier density, rough input", density*1e-6, "1/cm3")
show("Si mobility, rough input", mobility*1e4, "cm2/Vs")
show("Si background permittivity, rough input", eps_inf)
show("Si longitudinal mass, rough input", m_long/me, "m_e")
show("Si transverse mass, rough input", m_trans/me, "m_e")
show("Si conductivity mass", m_cond/me, "m_e")
show("Si surface-mode energy, undamped", hbar*surface/e*1e3, "meV")
show("Si damping energy", hbar*e/(mobility*m_cond)/e*1e3, "meV")
show("Si largest |r|, static limit", r_peak)
show("Perfect matching reaches k*d", np.log(r_peak))
show("Si p conductance, 10 nm", h10p, "W/m2K")
show("Same, dilogarithm without retardation", h10_static, "W/m2K")
show("Si s conductance, 10 nm", h10s, "W/m2K")
show("p conductance / ceiling, 10 nm", h10p/ceiling(T), "", ".3e")
show("Si p conductance, 1 nm, local model", h1p, "W/m2K")
show("p conductance / ceiling, 1 nm", h1p/ceiling(T), "", ".3e")
show("Si p, 10 nm, mobility halved", silicon_h(d10, "p", mob=mobility/2), "W/m2K")
show("Si p, 10 nm, mobility doubled", silicon_h(d10, "p", mob=mobility*2), "W/m2K")
show("Si p, 10 nm, at 400 K", silicon_h(d10, "p", temp=400.0), "W/m2K")
show("Fermi level above band edge", eta*kB*T/e*1e3, "meV")
show("Mean carrier energy / (3/2 kB T)", mean_energy/(1.5*kB*T))
show("Screening length", screening*1e9, "nm")
show("Carrier travel per radian", travel*1e9, "nm")
show("Share beyond inverse longer length, 10 nm", 100*share10, "%", ".3g")
show("Share beyond inverse longer length, 1 nm", 100*share1, "%", ".3g")
show("Nitrogen conductance at 760 Torr", h_gas, "W/m2K")
show("Tunnel barrier, rough input", barrier/e, "eV")
show("Electron tunnelling, 1 nm, generous", h_electron, "W/m2K", ".2g")
print("PASS")
```

Printed output:

```
Temperature: 300 K
Cap length a: 0.5 nm
Wavevector cap: 6.283 1/nm
Lateral mode density, formula: 3.142 1/nm2
Lateral mode density, counted: 3.1414 1/nm2
Thermal conductance per mode: 283.9 pW/K
CEILING per polarisation: 0.892 GW/m2K
Ceiling, two polarisations: 1.784 GW/m2K
Ceiling for full square zone, per pol.: 1.136 GW/m2K
Ceiling at 400 K, per pol.: 1.189 GW/m2K
Maximum flux 400 K to 200 K, per pol.: 178.4 GW/m2
Half of thermal weight lies below: 46.28 meV
90% of thermal weight lies below: 118.8 meV
Blackbody conductance, both pol.: 6.124 W/m2K
Worst relative error, source test: 2.1e-06
|r| needed at cap, 1 nm gap: 535.5
Si conductivity, rough input: 150 W/mK
Si thickness equal to ceiling (one pol.): 168.2 nm
Si carrier density, rough input: 1e+19 1/cm3
Si mobility, rough input: 120 cm2/Vs
Si background permittivity, rough input: 11.7
Si longitudinal mass, rough input: 0.92 m_e
Si transverse mass, rough input: 0.19 m_e
Si conductivity mass: 0.2583 m_e
Si surface-mode energy, undamped: 64.83 meV
Si damping energy: 37.35 meV
Si largest |r|, static limit: 1.043
Perfect matching reaches k*d: 0.04249
Si p conductance, 10 nm: 1.316e+04 W/m2K
Same, dilogarithm without retardation: 1.313e+04 W/m2K
Si s conductance, 10 nm: 21.7 W/m2K
p conductance / ceiling, 10 nm: 1.476e-05
Si p conductance, 1 nm, local model: 1.313e+06 W/m2K
p conductance / ceiling, 1 nm: 1.472e-03
Si p, 10 nm, mobility halved: 7501 W/m2K
Si p, 10 nm, mobility doubled: 2.121e+04 W/m2K
Si p, 10 nm, at 400 K: 1.573e+04 W/m2K
Fermi level above band edge: -22.78 meV
Mean carrier energy / (3/2 kB T): 1.064
Screening length: 1.373 nm
Carrier travel per radian: 2.407 nm
Share beyond inverse longer length, 10 nm: 0.127 %
Share beyond inverse longer length, 1 nm: 59.2 %
Nitrogen conductance at 760 Torr: 1.206e+05 W/m2K
Tunnel barrier, rough input: 4 eV
Electron tunnelling, 1 nm, generous: 9 W/m2K
PASS
```
